# Debye relaxation at constant field and at constant displacement: a program that tests the result

```python
# Result under test: a dielectric with eps(w) = eps_inf + (eps_s-eps_inf)/(1-i w tau)
# relaxes with tau at constant field E, but with tau_L = tau*eps_inf/eps_s at
# constant displacement D.
# Symbols: P = slow (orientational) polarization, D = eps0*eps_inf*E + P,
# delta = eps_s - eps_inf, kappa = c*d/eps0 for a slab of thickness d in series
# with a lossless layer of capacitance c per area. Times are in ps.
# Reduced fields: E in units of D/eps0 and P in units of D.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, solve_ivp, trapezoid
from scipy.optimize import minimize_scalar

eps_inf, eps_s, tau = 4.0, 50.0, 10.0
delta = eps_s - eps_inf
tau_L = tau * eps_inf / eps_s
D_plate = 1.0e-4  # C/m^2


def memory_kernel(t, strengths, times):
    return sum(a / b * np.exp(-t / b) for a, b in zip(strengths, times))


def field_at_fixed_D(t, strengths, times):
    """Solve eps_inf*E(t) + int_0^t K(t-u) E(u) du = 1 by the trapezoid rule."""
    h = t[1] - t[0]
    K = memory_kernel(t, strengths, times)
    E = np.empty_like(t)
    E[0] = 1 / eps_inf
    for n in range(1, len(t)):
        past = 0.5 * K[n] * E[0] + np.dot(K[n - 1:0:-1], E[1:n])
        E[n] = (1 - h * past) / (eps_inf + 0.5 * h * K[0])
    return E


def E_formula(t):
    return 1 / eps_s + (1 / eps_inf - 1 / eps_s) * np.exp(-t / tau_L)


# Time domain: hereditary law with the constant-field kernel
t = np.linspace(0, 10, 2501)
E_D = field_at_fixed_D(t, [delta], [tau])
P_D = 1 - eps_inf * E_D
assert np.max(np.abs(E_D - E_formula(t))) < 1e-5
assert np.max(np.abs(P_D - delta / eps_s * (1 - np.exp(-t / tau_L)))) < 1e-5
early = t <= 4
time_D = -1 / np.polyfit(t[early], np.log(E_D[early] - 1 / eps_s), 1)[0]
assert abs(time_D / tau_L - 1) < 1e-4

# Same initial field, but now held constant
P_E = cumulative_trapezoid(memory_kernel(t, [delta], [tau]), t, initial=0) / eps_inf
time_E = -1 / np.polyfit(t, np.log(delta / eps_inf - P_E), 1)[0]
assert abs(time_E / tau - 1) < 1e-4

# Equal initial slopes: the dipoles do not start faster at constant D
slope_D = np.gradient(P_D, t, edge_order=2)
slope_E = np.gradient(P_E, t, edge_order=2)
assert abs(slope_D[0] / slope_E[0] - 1) < 1e-4
assert abs(slope_D[0] / (delta / (eps_inf * tau)) - 1) < 1e-4

# Laplace inversion straight from the permittivity
def eps_laplace(s):
    return eps_inf + delta / (1 + s * tau)


for x in (0.3, 0.8, 2.0, 5.0):
    E_inv = float(mp.invertlaplace(lambda s: 1 / (s * eps_laplace(s)), x, method='talbot'))
    P_inv = float(mp.invertlaplace(lambda s: (eps_laplace(s) - eps_inf) / s, x,
                                   method='talbot'))
    assert abs(E_inv - E_formula(x)) < 1e-8
    assert abs(P_inv - delta * (1 - np.exp(-x / tau))) < 1e-7


# Frequency domain: search for the two loss maxima
def eps_w(w):
    return eps_inf + delta / (1 - 1j * w * tau)


def loss_peak(loss):
    r = minimize_scalar(lambda y: -loss(np.exp(y)), bounds=(-6, 4),
                        method='bounded', options={'xatol': 1e-9})
    return np.exp(r.x), -r.fun


w_T, height_T = loss_peak(lambda w: eps_w(w).imag)
w_L, height_L = loss_peak(lambda w: -(1 / eps_w(w)).imag)
assert abs(w_T * tau - 1) < 1e-5 and abs(w_L * tau_L - 1) < 1e-5
assert abs(height_T - delta / 2) < 1e-8
assert abs(height_L - (1 / eps_inf - 1 / eps_s) / 2) < 1e-10
for w in (0.03, 0.4, 3.0):
    split = 1 / eps_inf - (1 / eps_inf - 1 / eps_s) / (1 - 1j * w * tau_L)
    assert abs(1 / eps_w(w) - split) < 1e-13


# Energy: curvature, minimum, and heat from friction
def W_D(P):
    return P**2 / (2 * delta) + (1 - P)**2 / (2 * eps_inf)


def W_E(P):
    return P**2 / (2 * delta) - P / eps_inf


curv_D = W_D(1.0) - 2 * W_D(0.0) + W_D(-1.0)
curv_E = W_E(1.0) - 2 * W_E(0.0) + W_E(-1.0)
stiffness_ratio = curv_D / curv_E
assert abs(stiffness_ratio - eps_s / eps_inf) < 1e-9
W_min = minimize_scalar(W_D).fun
assert abs(W_min - 1 / (2 * eps_s)) < 1e-10
heat = trapezoid(tau / delta * slope_D**2, t)
assert abs(heat / ((1 / eps_inf - 1 / eps_s) / 2) - 1) < 1e-4


# Slab in series with a lossless layer, fixed total voltage
def series_time(kappa):
    # unknowns E and D/eps0: E + D/kappa = V/d = 1 and D - eps_inf*E = P
    circuit = np.array([[1.0, 1 / kappa], [-eps_inf, 1.0]])

    def rate(_, P):
        E = np.linalg.solve(circuit, np.array([1.0, P[0]]))[0]
        return [(delta * E - P[0]) / tau]

    P = solve_ivp(rate, (0, 2), [0.0], t_eval=[0, 1, 2], rtol=1e-10, atol=1e-13).y[0]
    return -1 / np.log((P[2] - P[1]) / (P[1] - P[0]))


kappas = (1.0, 50.0, 1000.0)
series = [series_time(k) for k in kappas]
for k, value in zip(kappas, series):
    assert abs(value / (tau * (k + eps_inf) / (k + eps_s)) - 1) < 1e-5
assert abs(series_time(1e-4) / tau_L - 1) < 1e-4
assert abs(series_time(1e7) / tau - 1) < 1e-4

# Two Debye processes with the same eps_inf and eps_s
strengths, times = np.array([36.0, 10.0]), np.array([10.0, 1.0])
assert strengths.sum() == delta
rate_matrix = (np.eye(2) + np.outer(strengths, np.ones(2)) / eps_inf) / times[:, None]
rates = np.sort(np.linalg.eigvals(rate_matrix).real)
for r in rates:
    assert abs(eps_inf + np.sum(strengths / (1 - r * times))) < 1e-9
t2 = np.linspace(0, 50, 5001)
E_two = field_at_fixed_D(t2, strengths, times)
mean_D = trapezoid((E_two - 1 / eps_s) / (1 / eps_inf - 1 / eps_s), t2)
mean_E = np.sum(strengths * times) / delta
relax_E = sum(a * np.exp(-t2 / b) for a, b in zip(strengths, times)) / delta
tail = strengths[0] * times[0] * np.exp(-t2[-1] / times[0]) / delta
assert abs(trapezoid(relax_E, t2) + tail - mean_E) < 1e-4
assert abs(mean_D / (mean_E * eps_inf / eps_s) - 1) < 1e-3
scaled = times * eps_inf / eps_s
assert np.min(np.abs(1 / rates - scaled) / scaled) > 0.5

# Worked example in physical units
field_unit = D_plate / const.epsilon_0 / 1e3   # kV/m
pol_unit = D_plate * 1e6                       # microC/m^2
energy_unit = D_plate**2 / const.epsilon_0     # J/m^3
au_time = const.physical_constants['atomic unit of time'][0]
print(f"eps_inf = {eps_inf:.0f}, eps_s = {eps_s:.0f}, delta = {delta:.0f}")
print(f"constant-field time tau (input) = {tau:.1f} ps")
print(f"plate charge density D = {pol_unit:.1f} microC/m^2")
print(f"tau_L from formula = {tau_L:.4f} ps")
print(f"tau_L in atomic units of time = {tau_L * 1e-12 / au_time:.0f}")
print(f"decay time from integral equation, fixed D = {time_D:.4f} ps")
print(f"decay time from kernel, fixed E = {time_E:.4f} ps")
print("t (ps) | E at fixed D (kV/m) | P at fixed D | P at fixed E (microC/m^2)")
for x in (0.0, 0.8, 2.0, 10.0):
    i = int(np.argmin(np.abs(t - x)))
    print(f"{t[i]:5.1f} | {E_D[i] * field_unit:8.1f} | {P_D[i] * pol_unit:7.2f}"
          f" | {P_E[i] * pol_unit:7.2f}")
print(f"final E at fixed D = {field_unit / eps_s:.1f} kV/m")
print(f"final P at fixed D = {delta / eps_s * pol_unit:.2f} microC/m^2")
print(f"final P at fixed E = {delta / eps_inf * pol_unit:.2f} microC/m^2")
print(f"initial dP/dt, fixed D = {slope_D[0] * pol_unit:.2f} microC/m^2 per ps")
print(f"initial dP/dt, fixed E = {slope_E[0] * pol_unit:.2f} microC/m^2 per ps")
print(f"peak of Im eps: w = {w_T:.4f} rad/ps, height = {height_T:.3f}")
print(f"peak of -Im(1/eps): w = {w_L:.4f} rad/ps, height = {height_L:.4f}")
print(f"stiffness ratio fixed D / fixed E = {stiffness_ratio:.3f}")
print(f"energy density at start, fixed D = {W_D(0.0) * energy_unit:.2f} J/m^3")
print(f"energy density at end, fixed D = {W_min * energy_unit:.2f} J/m^3")
print(f"heat from friction, fixed D = {heat * energy_unit:.2f} J/m^3")
for k, value in zip(kappas, series):
    print(f"series layer kappa = {k:.0f}: relaxation time = {value:.3f} ps")
print(f"two processes: strengths = {strengths[0]:.0f}, {strengths[1]:.0f};"
      f" times = {times[0]:.0f}, {times[1]:.0f} ps")
print(f"two processes, times at fixed D = {1 / rates[0]:.3f}, {1 / rates[1]:.3f} ps")
print(f"input times times eps_inf/eps_s = {scaled[0]:.3f}, {scaled[1]:.3f} ps")
print(f"two processes, mean time at fixed E = {mean_E:.3f} ps")
print(f"two processes, mean time at fixed D (numerical) = {mean_D:.3f} ps")
print(f"mean time at fixed E times eps_inf/eps_s = {mean_E * eps_inf / eps_s:.3f} ps")
print("no test failed")
```

Printed output:

```
eps_inf = 4, eps_s = 50, delta = 46
constant-field time tau (input) = 10.0 ps
plate charge density D = 100.0 microC/m^2
tau_L from formula = 0.8000 ps
tau_L in atomic units of time = 33073
decay time from integral equation, fixed D = 0.8000 ps
decay time from kernel, fixed E = 10.0000 ps
t (ps) | E at fixed D (kV/m) | P at fixed D | P at fixed E (microC/m^2)
  0.0 |   2823.5 |    0.00 |    0.00
  0.8 |   1181.5 |   58.16 |   88.42
  2.0 |    439.1 |   84.45 |  208.46
 10.0 |    225.9 |   92.00 |  726.94
final E at fixed D = 225.9 kV/m
final P at fixed D = 92.00 microC/m^2
final P at fixed E = 1150.00 microC/m^2
initial dP/dt, fixed D = 115.00 microC/m^2 per ps
initial dP/dt, fixed E = 115.00 microC/m^2 per ps
peak of Im eps: w = 0.1000 rad/ps, height = 23.000
peak of -Im(1/eps): w = 1.2500 rad/ps, height = 0.1150
stiffness ratio fixed D / fixed E = 12.500
energy density at start, fixed D = 141.18 J/m^3
energy density at end, fixed D = 11.29 J/m^3
heat from friction, fixed D = 129.88 J/m^3
series layer kappa = 1: relaxation time = 0.980 ps
series layer kappa = 50: relaxation time = 5.400 ps
series layer kappa = 1000: relaxation time = 9.562 ps
two processes: strengths = 36, 10; times = 10, 1 ps
two processes, times at fixed D = 3.362, 0.238 ps
input times times eps_inf/eps_s = 0.800, 0.080 ps
two processes, mean time at fixed E = 8.043 ps
two processes, mean time at fixed D (numerical) = 0.643 ps
mean time at fixed E times eps_inf/eps_s = 0.643 ps
no test failed
```
